# Thermodynamic threshold and growth time of a self-forming Cu(Mn) barrier

A copper film 100 nm thick with a manganese fraction of 0.020 holds enough manganese for 4 nm of manganese oxide. Laid on silica in the model below, at 700 K, it grows 1.45 nm and stops. With a fraction of 0.040 it has the manganese for 8 nm and stops at 3.93 nm. In both cases much of the manganese stays in the metal, although silica is still plentiful. The reason lies in the second product of the reaction,

$$
\mathrm{Mn(Cu)}+\tfrac12\,\mathrm{SiO_2}\;\rightarrow\;\mathrm{MnO}+\tfrac12\,\mathrm{Si(Cu)} .
$$

The released silicon dissolves in the copper and raises the manganese activity needed to continue. A useful criterion must therefore refer to a required oxide thickness $L_*$ and an available annealing time, as well as to the reaction energy.

Let the film have thickness $h$ and initial manganese fraction $x_0$. It is closed: no manganese leaves through its top, no oxygen enters from outside, and the silicon stays dissolved. Both solutes are dilute and do not interact. Silicon returns through the oxide and spreads through the film quickly enough to remain uniform. The oxide has unit activity, without a correction for the interface energies of a very thin layer. Lengths are in nm, times in s and energies in eV, since atomic units are unnatural for an anneal.

Let $y$ be the number of manganese atoms oxidised per copper site of the film. If $v$ is the oxide volume per manganese atom divided by the volume per copper atom, the oxide thickness and the silicon fraction are

$$
L=vhy,\qquad x_{\rm Si}=\frac y2 .
$$

Manganese also segregates to sites at the metal's inner surface. These are counted separately from the film, start empty, and are equivalent in number to a copper layer of thickness $\delta$. With occupation $\theta$ and $\varepsilon=\delta/h$, conservation of manganese reads

$$
x+y+\varepsilon\theta=x_0 ,\tag{1}
$$

where $x$ is the fraction left in solution.

A dilute solute has chemical potential $\mu^\circ+kT\ln x$. Integrating this over $x$ gives the term $kT\,x(\ln x-1)$ besides the standard part. Let $\Delta G$ be the standard free energy of the reaction per manganese atom, with both solutes referred to dilute solution in copper, and let $E$ be the energy gained when manganese segregates. Apart from a constant, the Gibbs energy per copper site is

$$
\begin{aligned}
\frac{G}{kT}={}&x(\ln x-1)+\frac y2\left(\ln\frac y2-1\right)+\frac{y\,\Delta G}{kT}\\
&+\varepsilon\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)-\frac{\theta E}{kT}\right],
\end{aligned}
$$

with $x=x_0-y-\varepsilon\theta$. Each logarithmic term is convex in an argument linear in $y$ and $\theta$, so a stationary point is the minimum. Since $\partial x/\partial\theta=-\varepsilon$, the derivative with respect to $\theta$ gives

$$
-\ln x+\ln\frac{\theta}{1-\theta}-\frac E{kT}=0
\quad\Rightarrow\quad
\theta(x)=\frac{sx}{1+sx},\qquad s=e^{E/kT}.\tag{2}
$$

Since $\partial x/\partial y=-1$, the derivative with respect to $y$ gives

$$
-\ln x+\frac12\ln\frac y2+\frac{\Delta G}{kT}=0
\quad\Rightarrow\quad
x=x_e(y)=\kappa\sqrt{\frac y2},\qquad \kappa=e^{\Delta G/kT}.\tag{3}
$$

The segregation factor $s$ is absent from (3). At equilibrium, manganese on a segregation site has the same chemical potential as manganese in the film, so a high interface concentration does not by itself favour the oxide. Segregation enters the thermodynamics through the manganese it withholds in (1).

Inserting (2) and (3) into (1) gives the initial fraction that is in equilibrium with a given amount of oxide,

$$
B(y)=y+x_e(y)+\varepsilon\,\theta\big(x_e(y)\big).\tag{4}
$$

All three terms increase with $y$. The equilibrium thickness therefore reaches $L_*$ if and only if

$$
x_0\ge B(y_*),\qquad y_*=\frac{L_*}{vh}.\tag{5}
$$

At equality the thickness is approached only as time tends to infinity, so growth in a finite time needs $x_0>B(y_*)$. There is no corresponding threshold for the first trace of oxide in this continuum model: $x_e\to0$ as $y\to0$, because the film initially contains no silicon. Nucleation and interface energies could supply such a threshold, but they are not included.

The example uses round model parameters: $\Delta G=-0.10$ eV, $E=0.30$ eV, $v=2$, $\delta=0.2$ nm, $h=100$ nm and $L_*=2$ nm. At 700 K, $kT=0.0603$ eV, hence $\kappa=0.1906$ and $s=144.5$. The required oxide corresponds to $y_*=2/(2\times100)=0.0100$, and

$$
x_e(y_*)=0.1906\sqrt{0.0050}=0.0135,\qquad
\theta=0.661,\qquad \varepsilon\theta=0.0013 .
$$

The threshold is $0.0100+0.0135+0.0013=0.0248$, or 2.48 at.%. More manganese must stay in solution than goes into the oxide. This also accounts for the film with $x_0=0.020$. Its 1.45 nm of oxide corresponds to $y=0.0073$, for which (3) requires 0.0115 in solution. With about 0.0012 on the sites, the manganese is all accounted for.

The threshold is sensitive to $\Delta G$, since $x_e$ depends on it exponentially. For $\Delta G=-0.2$, $-0.1$ and $0$ eV it is 0.0131, 0.0248 and 0.0825. For $+0.1$ eV the formula returns 0.383, which is far outside dilute solution and cannot be read as a composition to aim for. It does show that no dilute film of this thickness reaches 2 nm: with $x_0=0.040$, (4) then allows only 0.02 nm of oxide.

The value $-0.10$ eV is chosen to show the balance and is not a prediction for real copper on silica. With pure manganese and pure silicon, the reaction to MnO is uphill by about 0.6 eV per manganese atom at 700 K. The free energies of dissolving both elements in copper also belong to $\Delta G$, and together they would have to lower it by about 0.7 eV to reach the value of the example. For a real film, $\Delta G$ must therefore be established before the threshold is used. If the product is the silicate, the reaction $\mathrm{Mn}+\tfrac32\mathrm{SiO_2}\to\mathrm{MnSiO_3}+\tfrac12\mathrm{Si}$ still releases half a silicon atom per manganese atom. The threshold then follows from the same equations with other values of $\Delta G$ and $v$. The growth time derived below also needs the entry and transport rates that belong to the silicate.

Film thickness acts in two ways. Neglecting the small site term and multiplying (4) by $h$ gives

$$
hB(y_*)\simeq \frac{L_*}{v}+\kappa\sqrt{\frac{hL_*}{2v}} .
$$

A thicker film needs a smaller manganese fraction but a larger total amount, because its silicon is more dilute while more copper must be kept at the residual manganese fraction. The full thresholds for 50, 100 and 200 nm are 0.0420, 0.0248 and 0.0151. Multiplied by $h$, they are 2.10, 2.48 and 3.02 nm.

The growth time requires the manganese flux. Let $j$ be the number of atoms oxidised per unit area and time, divided by the number of copper sites per unit volume. It has the unit nm/s, and $dy/dt=j/h$. Manganese first passes from the segregation sites into the oxide, at a rate $\nu$ per occupied site. This effective attempt rate includes the Boltzmann factor of the activation barrier for entry. The manganese activity just inside the oxide can be expressed as the fraction $x_b$ that would have the same activity in copper. The return rate must balance the entry rate when $\theta/(1-\theta)=sx_b$, so

$$
j=\delta\nu\left[\theta-(1-\theta)s x_b\right].
$$

The sites exchange rapidly with the adjacent copper, where the fraction is $x_i$. Then (2) gives $\theta=sx_i/(1+sx_i)$ and $1-\theta=1/(1+sx_i)$, and hence

$$
j=\delta\nu s\,\frac{x_i-x_b}{1+sx_i}
\quad\Rightarrow\quad
x_i-x_b=j\left(\frac1{\delta\nu s}+\frac{x_i}{\delta\nu}\right).
$$

Transport through the oxide is taken as linear in manganese activity, with a constant permeability $P$. This leaves out an electric field across the thin oxide and any change of its defect concentration with activity, either of which could alter the growth law of a real film. At the silica side the reaction is in equilibrium, so the activity there corresponds to $x_e(y)$:

$$
j=\frac PL(x_b-x_e)\quad\Rightarrow\quad x_b-x_e=\frac{jL}{P}.
$$

Adding the two differences eliminates $x_b$:

$$
j=\frac{x_i-x_e(y)}{R},\qquad
R(x_i,y)=\frac1{\delta\nu s}+\frac{x_i}{\delta\nu}+\frac{vhy}{P}.\tag{6}
$$

The first resistance falls as segregation becomes stronger. The second comes from site saturation, which blocks further gain, and the third grows with the oxide.

Diffusion inside the copper makes $x_i$ smaller than the film average $\bar x$. Let $z$ be measured from the silica side of the film, and let $D$ be the manganese diffusivity in the film, taken as uniform. At a prescribed flux the slowest shape mode, $\cos(\pi z/h)$, decays in a time $h^2/(\pi^2D)$. If growth is much slower than this, all depths are depleted at nearly the same rate. The flux leaving the film differs from $j$ by the small change in site occupation, which is neglected here. Then

$$
D\frac{\partial^2x}{\partial z^2}=-\frac jh,\qquad
\left.\frac{\partial x}{\partial z}\right|_{z=h}=0 .
$$

One integration gives $\partial x/\partial z=j(h-z)/(Dh)$, and a second gives

$$
x(z)=x_i+\frac{j}{Dh}\left(hz-\frac{z^2}{2}\right).
$$

The average of the bracket over the film is $h^2/2-h^2/6=h^2/3$, so $\bar x=x_i+jh/(3D)$. With $\bar x$ in place of $x$, conservation (1) becomes

$$
x_i+\frac{jh}{3D}+\varepsilon\theta(x_i)+y=x_0 .\tag{7}
$$

Equations (6) and (7) determine $x_i$ and $j$ for each $y$. Since $dt=h\,dy/j$, the time to reach the required thickness is

$$
t_*=h\int_0^{y_*}\frac{dy}{j(y)} .\tag{8}
$$

For the example take $x_0=0.040$, $D=20$ nm²/s, $P=0.05$ nm²/s and $\nu=0.01$ s⁻¹. The diffusivity is an effective value for the whole film and includes fast paths such as grain boundaries. Using one uniform value assumes that the grain interiors exchange manganese with these paths quickly compared with the growth of the oxide. Lattice diffusion of manganese in copper, extrapolated to 700 K, is only of order 0.1 nm²/s, so this assumption requires grains no larger than a few tens of nanometres. Solving (6) and (7) numerically at $y_*$ gives $x_i=0.0280$. The resistances are then 3.5 s/nm for entry, 14.0 s/nm for saturation and $2/0.05=40.0$ s/nm for the oxide, so

$$
j=\frac{0.0280-0.0135}{3.5+14.0+40.0}\simeq2.5\times10^{-4}\ \text{nm/s}.
$$

The copper film adds $100/(3\times20)=1.7$ s/nm. At this stage the oxide, rather than supply through the copper, is the largest resistance.

Numerical quadrature of (8) gives $t_*=1912$ s. Solving the time-dependent diffusion equation with the film divided into 100 layers gives 1916 s. Leaving out the film term in (7) gives 1862 s, about 3% below the diffusion result. All these times keep the silicon uniform. If silicon instead diffuses through the copper with the same 20 nm²/s, the time rises by about 70 s, more than the manganese film term adds, and with 1 nm²/s it rises by about 900 s. For $D=5$ nm²/s the formula and the diffusion calculation give 2071 and 2095 s. Most of this difference comes from the initial filling of the segregation sites, whose flux was neglected in the film profile. It depletes the copper near the interface, and the depletion lasts longer here because $h^2/(\pi^2D)$ rises from about 50 to 200 s. The assumption of a relaxed profile during growth contributes less.

The role of segregation can now be separated into its parts. With $\nu$ held fixed, segregation energies of 0, 0.15, 0.30 and 0.45 eV give growth times of 22000, 3440, 1910 and 1790 s. Without segregation the entry resistance is $1/(0.2\times0.01)=500$ s/nm, which dominates. Once $s$ is large this term is nearly gone, while the saturation term $x_i/(\delta\nu)$ remains, so stronger binding brings little more. Over the same range the threshold rises from 0.0235 to 0.0254, because more manganese is held on the sites.

The acceleration depends on the assumption of fixed $\nu$. If the whole binding energy is instead added to the activation barrier for entry, then $\nu=\nu_0/s$ and the first two resistances become

$$
\frac1{\delta\nu_0}+\frac{s x_i}{\delta\nu_0}.
$$

The first no longer falls with $s$ and the second increases, so segregation slows growth. An observed manganese-rich interface therefore does not establish that segregation has helped the barrier to form.

The threshold and the growth time are connected. Near equilibrium $j$ is small and $x_i=x_e+jR$. Expanding $\theta(x_i)\simeq\theta(x_e)+\theta'(x_e)jR$ in (7), and using (4), gives

$$
x_0-B(y)\simeq jC,\qquad
C=R(1+\varepsilon\theta')+\frac h{3D}.
$$

Let $\eta=x_0-B(y_*)$ be the small excess over the threshold. Close to the end of growth $B(y)\simeq B(y_*)-B'(y_*)(y_*-y)$, and (8) becomes

$$
t_*\simeq hC\int^{y_*}\frac{dy}{\eta+B'(y_*)(y_*-y)}
=A\ln\frac1\eta+\text{constant},\qquad A=\frac{hC}{B'(y_*)},\tag{9}
$$

with $C$ evaluated at $y_*$ and $x_i=x_e(y_*)$. The derivatives follow from (2) and (3):

$$
\theta'=\frac{s}{(1+sx_e)^2},\qquad
B'(y)=1+\frac{\kappa}{\sqrt{8y}}\,(1+\varepsilon\theta') .
$$

For the example $A\simeq3160$ s. Each tenfold reduction of a small excess therefore adds about $3160\ln10\simeq7300$ s. The thermodynamic threshold is the infinite-time limit of the kinetic requirement, and a composition only just above it reaches $L_*$ only in a correspondingly long anneal.

If the anneal lasts 3600 s, solving $t_*(x_0)=3600$ s gives $x_0=0.0296$, or 2.96 at.%. This is 0.48 at.% above the thermodynamic threshold. The joint criterion is

$$
x_0>B(y_*)\quad\text{and}\quad t_*(x_0)\le t_{\rm anneal}.\tag{10}
$$

When diffusion in the copper is slow, the parabolic profile behind (8) fails, but a necessary condition can still be obtained. The fraction next to the interface cannot be negative. By the maximum principle for diffusion, the film therefore loses no more manganese than it would to a perfect sink that holds this fraction at zero. A film with a closed top, in turn, supplies such a sink no faster than a half-space of the same initial composition, which has further manganese beyond $z=h$. In the half-space

$$
x=x_0\,\mathrm{erf}\frac{z}{2\sqrt{Dt}},\qquad
D\left.\frac{\partial x}{\partial z}\right|_{z=0}=x_0\sqrt{\frac{D}{\pi t}} .
$$

Integrating the flux over time gives $2x_0\sqrt{Dt/\pi}$. The oxide cannot contain more than this, so

$$
hy\le2x_0\sqrt{\frac{Dt}{\pi}}
\quad\Rightarrow\quad
t\ge\frac{\pi}{4D}\left(\frac{L_*}{vx_0}\right)^2,\tag{11}
$$

where $hy_*=L_*/v$ has been used. The bound does not contain $h$. The length $L_*/(vx_0)$ is the thickness of alloy that holds the required manganese, here $2/(2\times0.040)=25$ nm. For $D=20$ nm²/s the bound is 24.5 s, far below the actual growth time because entry and oxide transport also resist the flux. Read the other way, (11) says that a 3600 s anneal cannot succeed at this composition unless

$$
D\ge\frac{\pi\,(25)^2}{4\times3600}\simeq0.14\ \text{nm}^2/\text{s}.
$$

Meeting this value is necessary but not sufficient. With the other parameters of the example, the diffusion equation gives about 11000 s at $D=0.14$ nm²/s, 4400 s at 0.5 nm²/s and 3100 s at 1 nm²/s.

The criterion changes if the film is not closed. Removing silicon from the copper lowers $x_e$ and hence the threshold, whereas silicon that accumulates near the reaction front raises the local $x_e$ and slows growth. Oxygen from outside opens a different reaction without silicon release. Finally, $L_*$ is an input: the calculation tells whether enough oxide for a uniform layer of that thickness can form, and leaves open whether the real layer is continuous and whether it stops copper.
